# Critical radius and nucleation barrier of a one-layer oxide disc

## 1. What dimensions and symmetry fix

An oxide disc, one layer thick and of radius $r$, lies on the flat basal plane of a layered semiconductor. Two material quantities enter its energy: the edge free energy $\lambda$, an energy per length, and the net free-energy gain $g$, an energy per area. Both are positive numbers here.

From $\lambda$ and $g$ one length and one energy can be formed, up to pure numbers:

$$\frac{\lambda}{g}\ \text{(length)},\qquad \frac{\lambda^2}{g}\ \text{(energy)}.$$

To see this, give $\lambda^p g^q$ the dimension (energy)$^{p+q}$(length)$^{-p-2q}$. A length needs $p+q=0$ and $-p-2q=1$, hence $q=-1$, $p=1$. An energy needs $p+q=1$ and $p+2q=0$, hence $q=-1$, $p=2$. If a critical disc exists, then

$$r^*=C_1\frac{\lambda}{g},\qquad G^*=C_2\frac{\lambda^2}{g}.$$

The plane is taken to have no preferred direction, so $\lambda$ is the same all round the edge and the numbers $C_1$, $C_2$ carry no dependence on orientation. The derivation must supply their values, $C_1=1$ and $C_2=\pi$, and show that the disc is the right shape.

Energies are given in eV and lengths in nm. Rydberg units offer no advantage, since no electronic equation is solved.

## 2. What the two quantities contain

Let $G$ be the free energy of the plane with its oxide patch, minus that of the bare plane with the same material still in the supply. The supply is large, so its chemical potential stays constant as the patch grows.

Let $\Delta\mu>0$ be the free energy released when one formula unit passes from the supply into oxide far from any face, and let $a$ be the area that one unit occupies in the layer. A layer added on existing oxide moves the top face upward without creating a new one. It gains

$$g_b=\frac{\Delta\mu}{a}$$

per area. The first layer also changes the faces: it creates an oxide top face (energy per area $\gamma_{ox}$) and an oxide–substrate interface ($\gamma_{int}$), and removes bare substrate ($\gamma_{sub}$). The extra cost is

$$w=\gamma_{ox}+\gamma_{int}-\gamma_{sub},\qquad\text{so}\qquad g=g_b-w=\frac{\Delta\mu}{a}-w .$$

The top and bottom faces are thus already inside $g$. What remains is the edge. A patch of perimeter $P$ and area $A$ has

$$G=\lambda P-gA. \tag{1}$$

This assumes that $\lambda$ does not depend on the curvature of the edge, that the patch is one layer high, and that it is large enough for its area to be treated as continuous.

## 3. The critical disc

For a disc, $P=2\pi r$ and $A=\pi r^2$, so

$$G(r)=2\pi\lambda r-\pi g r^2. \tag{2}$$

The derivative is

$$\frac{dG}{dr}=2\pi\lambda-2\pi g r=2\pi r\left(\frac{\lambda}{r}-g\right).$$

The bracket is a balance of forces per length of edge. The edge tension pulls inward with $\lambda/r$, and the gain from covering the plane pushes outward with $g$. They balance at

$$\boxed{r^*=\frac{\lambda}{g}}$$

The second derivative, $-2\pi g$, is negative, so this is a maximum. Insertion into (2) gives

$$G^*=2\pi\lambda\frac{\lambda}{g}-\pi g\frac{\lambda^2}{g^2}=\frac{2\pi\lambda^2}{g}-\frac{\pi\lambda^2}{g},\qquad \boxed{G^*=\frac{\pi\lambda^2}{g}}$$

At the top, the area gain has repaid half of the edge cost. Completing the square in (2), with $\lambda=gr^*$, shows the whole curve:

$$G(r)=-\pi g\,(r^2-2r^*r)=-\pi g\left[(r-r^*)^2-r^{*2}\right]=G^*-\pi g\,(r-r^*)^2, \tag{3}$$

because $\pi g r^{*2}=\pi\lambda^2/g=G^*$. The curve is a parabola. A disc smaller than $r^*$ lowers its energy by shrinking, a larger one by growing. The energy returns to zero at $r=2r^*$: between $r^*$ and $2r^*$ the disc already tends to grow although it still costs more than the bare plane.

**Limits.** As $g\to0^+$ both $r^*$ and $G^*$ diverge. For $g\le0$ the derivative of (2) is positive at every $r$, and no critical disc exists. Since $g=\Delta\mu/a-w$, this happens for $\Delta\mu\le wa$: a single layer then gains too little to pay for the new faces. Both statements concern a patch one layer high; a thicker island can still have a finite barrier, as section 8 shows. In the opposite limit of large $g$, the area $\pi r^{*2}$ falls below the area $a$ of one formula unit, and the continuous description loses its meaning.

**Dependence on the supply.** With $\lambda$, $w$ and $a$ fixed,

$$\frac{dG^*}{d\Delta\mu}=\frac{1}{a}\frac{dG^*}{dg}=-\frac{\pi\lambda^2}{a g^2}=-\frac{\pi r^{*2}}{a}=-n^*,$$

where $n^*$ is the number of formula units in the critical disc. A small rise in $\Delta\mu$ lowers the barrier $n^*$ times as much.

## 4. Why the disc gives the lowest barrier

Could another shape grow more cheaply? Trace the outline of a patch counterclockwise at constant speed, as a complex number $z(s)=x+iy$ with $0\le s<2\pi$, and write

$$z(s)=\sum_k c_k e^{iks},\qquad z'(s)=\sum_k ik\,c_k e^{iks},$$

with integer $k$. Constant speed means $|z'|=P/2\pi$. Averaging $|z'|^2$ over $s$ removes all cross terms, so

$$\frac{P^2}{4\pi^2}=\sum_k k^2|c_k|^2 .$$

The enclosed area is $A=\tfrac12\int(x\,y'-y\,x')\,ds=\tfrac12\,\mathrm{Im}\int \bar z z'\,ds$. Again the cross terms vanish, and $\int\bar z z'\,ds=2\pi i\sum_k k|c_k|^2$. Hence

$$A=\pi\sum_k k|c_k|^2,\qquad P^2-4\pi A=4\pi^2\sum_k k(k-1)|c_k|^2\ \ge 0. \tag{4}$$

No integer makes $k(k-1)$ negative, and it vanishes for $k=0$ and $k=1$. Equality therefore means $z=c_0+c_1e^{is}$, a circle. A hole in the patch adds perimeter and removes area, so $P^2\ge4\pi A$ still holds.

As a test, take the outline $r(\theta)=1+0.2\cos2\theta+0.1\sin3\theta$ in nm. The difference $P^2-4\pi A$ from side lengths and enclosed area is 3.8555 nm², and the Fourier sum gives the same value.

With $P\ge2\sqrt{\pi A}$, equation (1) becomes

$$G\ge 2\lambda\sqrt{\pi A}-gA. \tag{5}$$

At $A=\pi r^{*2}$ the right side equals $2\pi\lambda r^*-\pi g r^{*2}=G^*$. The right side is negative only for $\sqrt A>2\lambda\sqrt\pi/g$, that is $A>4\pi r^{*2}$. A patch that grows continuously from nothing to a state below the bare plane must therefore pass through the area $\pi r^{*2}$, where its energy is at least $G^*$. The path through discs reaches this bound, so $G^*$ is the lowest barrier for a single one-layer patch within model (1).

## 5. The critical disc is a saddle

Deform the critical disc into $r(\theta)=r^*+\epsilon\cos m\theta$ with integer $m\ge1$ and small $\epsilon$. To second order in $\epsilon$,

$$P=\int_0^{2\pi}\!\sqrt{r^2+r'^2}\,d\theta\simeq\int_0^{2\pi}\!\left(r+\frac{r'^2}{2r^*}\right)d\theta=2\pi r^*+\frac{\pi m^2\epsilon^2}{2r^*},$$

$$A=\frac12\int_0^{2\pi}r^2\,d\theta=\pi r^{*2}+\frac{\pi\epsilon^2}{2}.$$

The terms linear in $\epsilon$ vanish on integration, and the squares of sine and cosine each integrate to $\pi$. With $\lambda/r^*=g$,

$$\Delta G=\frac{\pi\epsilon^2}{2}\left(\frac{\lambda m^2}{r^*}-g\right)=\frac{\pi g\epsilon^2}{2}(m^2-1).$$

For $m\ge2$ the energy rises. For $m=1$ it is unchanged, because this deformation shifts the disc sideways. A uniform change of radius, $m=0$, gives $\Delta G=-\pi g\epsilon^2$ by (3). Size is the one unstable direction.

**Faceted patches.** Suppose a crystalline layer keeps a fixed polygonal form of size $s$, with $P=ps$ and $A=\alpha s^2$, and with the same $\lambda$ on each side. Then $G=\lambda ps-g\alpha s^2$ has its maximum at $s=\lambda p/(2g\alpha)$, with height

$$\frac{\lambda^2p^2}{2g\alpha}-\frac{\lambda^2p^2}{4g\alpha}=\frac{\lambda^2p^2}{4g\alpha}=G^*\,\frac{p^2}{4\pi\alpha}.$$

A square has $p=4$, $\alpha=1$ and the factor $4/\pi\approx1.27$. A regular hexagon has $p=6$, $\alpha=3\sqrt3/2$ and the factor $2\sqrt3/\pi\approx1.10$.

## 6. From barrier to rate

A barrier matters through the rate at which discs cross it. Let discs gain and lose one formula unit at a time. A disc of $n$ units has radius $r_n=\sqrt{na/\pi}$ and energy $G_n=G(r_n)$. Units attach at the rate $\beta_n=2\pi\kappa r_n$, proportional to edge length, where $\kappa$ is a rate per length. In equilibrium the number of such discs per site, when they are few, is $c_n^{eq}=e^{-G_n/k_BT}$. Detailed balance then fixes the detachment rate $\delta_{n+1}$ through $\beta_nc_n^{eq}=\delta_{n+1}c_{n+1}^{eq}$.

The net flux from $n$ to $n+1$ is

$$J=\beta_nc_n-\delta_{n+1}c_{n+1}=\beta_nc_n^{eq}\left(\frac{c_n}{c_n^{eq}}-\frac{c_{n+1}}{c_{n+1}^{eq}}\right).$$

In the steady state $J$ is the same for every $n$. Divide by $\beta_nc_n^{eq}$ and sum over $n$; neighbouring terms on the right cancel. Single units are held at equilibrium (ratio 1), and discs far beyond the critical size are counted as grown and removed (ratio 0). Thus

$$J\sum_n\frac{e^{G_n/k_BT}}{2\pi\kappa r_n}=1 .$$

If many sizes lie near the barrier top, the sum becomes an integral. From $n=\pi r^2/a$ follows $dn=2\pi r\,dr/a$, and the factor $2\pi r$ cancels. With (3), and with both ends of the range far from the top,

$$\frac1J\simeq\frac{e^{G^*/k_BT}}{\kappa a}\int_{-\infty}^{\infty}e^{-\pi g x^2/k_BT}dx=\frac{e^{G^*/k_BT}}{\kappa a}\sqrt{\frac{k_BT}{g}},$$

$$J\simeq\kappa a\sqrt{\frac{g}{k_BT}}\;e^{-G^*/k_BT}. \tag{6}$$

The edge energy enters through the exponent alone.

## 7. Worked example

The parameters are round model values for an oxide layer at 473 K, with a volume per formula unit close to that of hafnia: $\lambda=0.40$ eV/nm, $g=0.50$ eV/nm², layer height $h=0.30$ nm and volume per formula unit 0.036 nm³. Hence $a=0.036/0.30=0.12$ nm². The values of $\lambda$ and $g$ are assumed, not measured. Spread over the layer height, $\lambda$ corresponds to a side-face energy $\lambda/h=0.21$ J/m², a low value meant for an edge saturated by hydroxyl groups.

The critical radius and barrier are

$$r^*=\frac{0.40}{0.50}=0.80\ \text{nm},\qquad G^*=\frac{\pi(0.40)^2}{0.50}=1.005\ \text{eV}\ \ (97.0\ \text{kJ/mol}).$$

Numerical maximization of the energy of explicit outlines gives the same two values. The critical disc covers 2.01 nm² and holds $2.01/0.12\approx17$ formula units, few enough that a continuous edge is a rough picture. At $r=0.4$ nm and $r=1.2$ nm the energy is 0.754 eV in both cases, as the parabola (3) requires. It is zero at 1.6 nm and $-1.257$ eV at 2.0 nm.

With $k_BT=0.0408$ eV the barrier is $24.7\,k_BT$, and its Boltzmann factor is $1.9\times10^{-11}$. The energy lies within $k_BT$ of the top for $|r-r^*|<\sqrt{k_BT/\pi g}=0.16$ nm. Equation (6) gives

$$\frac J\kappa=0.12\sqrt{\frac{0.50}{0.0408}}\times1.94\times10^{-11}\approx8.2\times10^{-12}\ \text{nm}.$$

Solving the balance equations for discs of 1, 2, 3, … units gives $8.167\times10^{-12}$ nm, equal to the formula to the digits printed. Both use the same energies $G_n=G(r_n)$, so the agreement supports the step from sum to integral, not the continuous edge itself. An absolute rate would need $\kappa$, which is not estimated here.

The supply has strong leverage. Raising $\Delta\mu$ by 1 meV lowers the barrier by about 17 meV, which multiplies the Boltzmann factor by $e^{0.017/0.0408}\approx1.5$.

## 8. How far the neglected effects move the result

**Uncertain edge energy.** A value of $\lambda$ larger by 10%, at fixed $g$, multiplies the barrier by $1.1^2=1.21$ and raises it to 1.216 eV. The flux falls to 0.0056 of its former value. An error of 10% in $\lambda$ thus changes the predicted rate by more than two orders of magnitude.

**Shape.** At the same $\lambda$ and $g$, a hexagon has a barrier of 1.11 eV and a square 1.28 eV. An amorphous layer, with no preferred edge direction, is closer to the disc.

**Curvature of the edge.** Replace $\lambda$ by $\lambda(1+c/r)$, with a length $c$ of either sign. The edge cost becomes $2\pi\lambda r+2\pi\lambda c$. The added term does not depend on $r$, so $r^*$ stays and the barrier shifts by $2\pi\lambda c$. For $c=\pm0.10$ nm, an assumed atomic-scale value, the shift is $\pm0.25$ eV, and the barrier becomes 1.26 or 0.75 eV. This is a quarter of $G^*$.

**Steps of the substrate.** Let a half disc rest with its straight side against a step, and let this contact cost and gain nothing. The free edge is $\pi r$ and the area $\pi r^2/2$, so

$$G_{step}(r)=\pi\lambda r-\tfrac12\pi g r^2=\tfrac12G(r).$$

The critical radius is unchanged and the barrier is halved, to 0.503 eV. The Boltzmann factor per site grows by $2.3\times10^5$. The derivation of (6), repeated for half discs, gives a prefactor smaller by $\sqrt2$, so the flux per site grows by $1.6\times10^5$. Steps of this kind would dominate nucleation even if they offered only one site in ten thousand. With a site spacing $\sqrt a\approx0.35$ nm, the terrace matches them only when the steps lie about 55 µm apart.

**A second layer.** A straight-walled disc two layers high has twice the edge cost, and its second layer gains $g_b$:

$$G_2(r)=4\pi\lambda r-\pi(g+g_b)r^2 .$$

This is (2) with $\lambda\to2\lambda$ and $g\to g+g_b$, so its barrier is $4\pi\lambda^2/(g+g_b)$. It lies below $G^*$ when $4g<g+g_b$, that is $g_b>3g$, or $w>2g$ since $g_b=g+w$. Hold $g$ at 0.50 eV/nm² and let $w$ vary, with $\Delta\mu$ following. The two-layer barrier is 1.34 eV for $w=0.5$ eV/nm², equals $G^*$ for $w=1.0$, and is 0.80 eV for $w=1.5$. The critical radius $2\lambda/(g+g_b)$ is only 0.40 and 0.32 nm in the last two cases, about 4 and 3 formula units per layer, so these values show a trend rather than a precise barrier. On a poorly wetted plane the oxide thus prefers to start as a taller island, and $G^*$ is the barrier under the constraint of one layer, not the easiest route.

Which side of the boundary applies depends on adhesion. Let $W=\gamma_{ox}+\gamma_{sub}-\gamma_{int}$ be the work per area to separate oxide and substrate. Then $w=2\gamma_{ox}-W$. If the top face has the same energy as the side face, $\gamma_{ox}=\lambda/h=1.33$ eV/nm², then $w<1.0$ eV/nm² requires $W>1.67$ eV/nm², or about 0.27 J/m². The boundary is not sharp. The curvature term shifts the two-layer barrier by $4\pi\lambda c$, twice the one-layer shift, so $c=+0.10$ or $-0.10$ nm moves the crossover from $w=1.0$ to 1.67 or 0.60 eV/nm², and the required $W$ to 0.16 or 0.33 J/m². A surface that binds mainly by van der Waals forces may not supply this.

## 9. The model beside real deposition

The basal plane of MoS₂ has no dangling bonds, and oxide grown on it by atomic layer deposition tends to start at defects and edges and to form islands. A high barrier on the perfect plane and a lower one at steps fit this picture, but do not prove that the model's mechanism is at work.

The assumption most at risk is reversible exchange with a steady supply. Atomic layer deposition uses pulses of reactive precursors, and its surface reactions are nearly irreversible. In the example with $w=0.5$ eV/nm², the driving energy is $\Delta\mu=(0.5+0.5)\times0.12=0.12$ eV per formula unit. The full precursor reaction releases far more, roughly of the order of 1 eV or above. Inserting 1 eV at the same $\lambda$ and $w$ gives $g=1/0.12-0.5\approx7.8$ eV/nm², $r^*\approx0.05$ nm and $G^*\approx0.06$ eV. Such a disc is smaller than one formula unit, so the formulas no longer apply. For these values the edge energy would not limit nucleation, and the supply of sites where a precursor can bind is a likelier limit. The conclusion rests on the low face energy assumed. With $\gamma_{ox}=\lambda/h=0.6$ J/m² and $W=0.3$ J/m², the same 1 eV gives $g\approx2.7$ eV/nm² and $G^*\approx1.5$ eV for a disc of about 4 units, and at 1.0 J/m² $g$ is negative.

The expressions for $r^*$ and $G^*$ are thus suited to slow growth at a driving energy low enough that units can leave the edge as well as join it, on terraces wide compared with $r^*$, and where the oxide wets well enough that $w<2g$. For $w>0$ this last condition also sets a lower limit on the drive: with $g=\Delta\mu/a-w$ it reads $\Delta\mu>\tfrac32wa$, which is 0.09 eV per formula unit for $w=0.5$ eV/nm². Below it, a taller island has the lower barrier. Above it the range is narrow: for the same $w$ the critical disc shrinks to about 9 units at 0.14 eV and about 4 at 0.18 eV. A terrace wide compared with $r^*$ lets a free disc form, but $G^*$ sets the overall rate only where steps and defects are rare enough not to dominate, which for the step model of section 8 means terraces tens of micrometres wide. The numerical output below lists the main computed values.

## Computed results

```
edge energy: 0.40 eV/nm
net gain per area: 0.50 eV/nm^2
temperature: 473 K
thermal energy kT: 0.04076 eV
layer height: 0.30 nm
volume per formula unit: 0.036 nm^3
area per formula unit: 0.120 nm^2
edge energy / layer height: 0.214 J/m^2
critical radius, formula: 0.8000 nm
critical radius, numerical: 0.8000 nm
barrier, formula: 1.0053 eV
barrier, numerical: 1.0053 eV
barrier: 97.0 kJ/mol
barrier / kT: 24.66
Boltzmann factor of barrier: 1.943e-11
critical area: 2.011 nm^2
formula units in it: 16.8
radius of zero energy: 1.60 nm
half-width where G is within kT of top: 0.161 nm
G at r = 0.4 nm: 0.7540 eV
G at r = 0.8 nm: 1.0053 eV
G at r = 1.2 nm: 0.7540 eV
G at r = 1.6 nm: 0.0000 eV
G at r = 2.0 nm: -1.2566 eV
lumpy outline P^2 - 4 pi A: 3.8555 nm^2
same from Fourier sum: 3.8555 nm^2
mode m=0, energy change/a^2: -1.571 eV/nm^2
mode m=1, energy change/a^2: 0.000 eV/nm^2
mode m=2, energy change/a^2: 2.356 eV/nm^2
mode m=3, energy change/a^2: 6.283 eV/nm^2
mode m=4, energy change/a^2: 11.780 eV/nm^2
steady flux / kappa, balance equations: 8.167e-12 nm
steady flux / kappa, formula: 8.167e-12 nm
barrier, square: 1.2800 eV
barrier, hexagon: 1.1085 eV
barrier, edge energy +10%: 1.2164 eV
flux ratio, edge energy +10%: 5.63e-03
barrier, curvature length -0.10 nm: 0.7540 eV
barrier, curvature length +0.10 nm: 1.2566 eV
barrier, half disc at step: 0.5027 eV
Boltzmann gain at step: 2.27e+05
two-layer barrier, w = 0.5 eV/nm^2: 1.3404 eV
two-layer barrier, w = 1.0 eV/nm^2: 1.0053 eV
two-layer barrier, w = 1.5 eV/nm^2: 0.8042 eV
```
